# Gauge error of ZORA eigenvalues for a heavy-atom 1s orbital: verification in Python

```python
"""Gauge error of the ZORA equation under a constant potential shift.

ZORA (atomic units): [V + s.p K s.p] phi = E phi,  K = c^2/(2c^2 - V).
Result under test: V -> V + D changes E by D*(1 + kappa) to first order,
  kappa = <phi| s.p c^2/(2c^2 - V)^2 s.p |phi>  (small-component norm),
which tends to T/(2c^2) for light atoms (T: nonrelativistic kinetic energy).
For V = -Z/r the law is exactly linear in D, with kappa = -E/(2c^2), and for
1s kappa = (1-g)/(1+g), g = sqrt(1 - Z^2/c^2).
Scaled ZORA, E/(1 + kappa), removes the error exactly for V = -Z/r.
Only s states are treated: there s.p K s.p has expectation int K R'^2 r^2 dr.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre
from scipy.constants import fine_structure, physical_constants

c = 1.0 / fine_structure
hartree_in_ev = physical_constants["Hartree energy in eV"][0]


def gamma_of(Z):
    return np.sqrt(1.0 - (Z / c) ** 2)


class RadialSolver:
    """s-state solver; functions r^(g-1) exp(-Z r) times Laguerre polynomials."""

    def __init__(self, Z, size=30, screening_length=None):
        g = gamma_of(Z)
        step = 0.01
        rho = np.exp(np.arange(-25.0, 6.0, step))      # rho = 2 Z r
        r = rho / (2.0 * Z)
        envelope = rho ** (g - 1.0) * np.exp(-rho / 2.0)
        self.weight = r ** 3 * step                    # r^2 dr on the log grid
        functions, slopes = [], []
        for k in range(size):
            f = envelope * eval_genlaguerre(k, 2 * g, rho)
            df = ((g - 1.0) / rho - 0.5) * f
            if k > 0:
                df = df - envelope * eval_genlaguerre(k - 1, 2 * g + 1, rho)
            norm = np.sqrt(np.sum(f * f * self.weight))
            functions.append(f / norm)
            slopes.append(2.0 * Z * df / norm)
        self.R = np.array(functions)
        self.dR = np.array(slopes)
        self.overlap = (self.R * self.weight) @ self.R.T
        self.potential = -Z / r
        if screening_length is not None:
            self.potential = (self.potential
                              - (Z - 1) * np.expm1(-r / screening_length) / r)

    def zora(self, shift=0.0, level=0, energy_in_K=0.0):
        """Return E, kappa and <s.p K s.p>; energy_in_K = E gives Dirac."""
        V = self.potential + shift
        denominator = 2 * c ** 2 + energy_in_K - V
        assert denominator.min() > 0
        K = c ** 2 / denominator
        H = ((self.dR * (K * self.weight)) @ self.dR.T
             + (self.R * (V * self.weight)) @ self.R.T)
        energies, vectors = eigh(H, self.overlap)
        slope2 = (vectors[:, level] @ self.dR) ** 2 * self.weight
        kappa = np.sum(slope2 * c ** 2 / denominator ** 2)
        return energies[level], kappa, np.sum(slope2 * K)

    def dirac(self, shift=0.0, level=0):
        """Iterate the energy-dependent eliminated Dirac equation."""
        energy = shift
        for _ in range(60):
            new = self.zora(shift, level, energy)[0]
            if abs(new - energy) < 1e-8:
                return new
            energy = new
        raise RuntimeError("Dirac iteration did not converge")


# ---------- one-electron ion ----------
Z, shift = 80, 1.0
g = gamma_of(Z)
ion = RadialSolver(Z)
E1, kappa1, T1 = ion.zora()
E2, kappa2, T2 = ion.zora(level=1)
E1_shifted, kappa1_shifted, _ = ion.zora(shift)
E2_shifted = ion.zora(shift, level=1)[0]
error1 = E1_shifted - E1 - shift
error2 = E2_shifted - E2 - shift
dirac1, dirac2 = ion.dirac(), ion.dirac(level=1)
scaled1 = E1 / (1 + kappa1)
scaled1_shifted = E1_shifted / (1 + kappa1_shifted)

assert abs(E1 + 2 * c ** 2 * (1 - g) / (1 + g)) < 1e-5
assert abs(kappa1 - (1 - g) / (1 + g)) < 1e-8
assert abs(error1 - shift * (1 - g) / (1 + g)) < 1e-6
assert abs(error2 + shift * E2 / (2 * c ** 2)) < 1e-6
assert abs(kappa2 + E2 / (2 * c ** 2)) < 1e-8
assert abs(kappa1 - g * T1 / (2 * c ** 2)) < 1e-8
# exact linearity, also for very large shifts and for 2s
for big in (-5000.0, 1000.0):
    for level, E0 in ((0, E1), (1, E2)):
        predicted = E0 + big * (1 - E0 / (2 * c ** 2))
        assert abs(ion.zora(big, level)[0] - predicted) < 1e-4
# Dirac energy: closed form, gauge invariance, equality with scaled ZORA
assert abs(dirac1 - c ** 2 * (g - 1)) < 1e-5
assert abs(ion.dirac(shift) - dirac1 - shift) < 1e-6
assert abs(scaled1 - dirac1) < 1e-5
assert abs(E2 / (1 + kappa2) - dirac2) < 1e-5
assert abs(scaled1_shifted - scaled1 - shift) < 1e-6

# ---------- dependence on nuclear charge ----------
table = []
for charge in (10, 30, 50, 80):
    solver = RadialSolver(charge)
    numeric = solver.zora(0.5)[0] - solver.zora(-0.5)[0] - 1.0
    estimate = (charge ** 2 / 2) / (2 * c ** 2)
    table.append((charge, numeric, estimate, estimate / numeric))
    assert numeric > estimate
light_excess = table[0][1] / table[0][2] - 1
assert abs(light_excess / ((10 / c) ** 2 / 2) - 1) < 0.02

# ---------- screened model potential ----------
d = 0.2
screened = RadialSolver(Z, screening_length=d)
Es, kappas, Ts = screened.zora()
larger_basis = RadialSolver(Z, size=40, screening_length=d)
assert abs(larger_basis.zora()[0] - Es) < 1e-4
h = 10.0
Ep, kp, _ = screened.zora(h)
Em, km, _ = screened.zora(-h)
slope_excess = (Ep - Em) / (2 * h) - 1
assert abs(slope_excess - kappas) < 1e-6
assert kappas < Ts / (2 * c ** 2)
residue = (Ep / (1 + kp) - Em / (1 + km)) / (2 * h) - 1
residue_formula = -Es * (kp - km) / (2 * h) / (1 + kappas) ** 2
assert abs(residue - residue_formula) < 0.02 * abs(residue) + 1e-8
assert abs(residue) < 0.01 * kappas
dirac_s = screened.dirac()
scaled_s = Es / (1 + kappas)
assert abs(scaled_s - dirac_s) < 0.01 * abs(Es - dirac_s)

# ---------- output ----------
print(f"speed of light c = {c:.6f} a.u.")
print(f"2c^2 = {2 * c ** 2:.3f} hartree")
print(f"1 hartree = {hartree_in_ev:.6f} eV")
print(f"One-electron ion: Z = {Z}, shift = {shift:.1f} hartree")
print(f"Z/c = {Z / c:.6f}, gamma = {g:.6f}")
print(f"1s ZORA energy = {E1:.4f} hartree")
print(f"1s ZORA energy after shift = {E1_shifted:.4f} hartree")
print(f"1s Dirac energy = {dirac1:.4f} hartree")
print(f"1s scaled ZORA energy = {scaled1:.4f} hartree")
print(f"1s scaled ZORA after shift = {scaled1_shifted:.4f} hartree")
print(f"1s kappa (small-component norm) = {kappa1:.6f}")
print(f"1s gauge error = {error1:.6f} hartree")
print(f"1s gauge error = {error1 * hartree_in_ev:.4f} eV")
print(f"nonrelativistic T = {Z ** 2 / 2:.1f} hartree")
print(f"nonrelativistic T/(2c^2) = {Z ** 2 / (4 * c ** 2):.6f}")
print(f"ZORA kinetic energy T_Z = {T1:.4f} hartree")
print(f"T_Z/(2c^2) = {T1 / (2 * c ** 2):.6f}")
print(f"2s ZORA energy = {E2:.4f} hartree")
print(f"2s Dirac energy = {dirac2:.4f} hartree")
print(f"2s gauge error = {error2:.6f} hartree")
gap_change = error2 - error1
print(f"change of gap E(2s)-E(1s) = {gap_change:.6f} hartree")
print("Z, gauge error per unit shift, T/(2c^2), estimate/error:")
for charge, numeric, estimate, ratio in table:
    print(f"  {charge:3d}  {numeric:.6f}  {estimate:.6f}  {ratio:.4f}")
print(f"Screened model: Z = {Z}, d = {d} bohr")
print(f"screening potential at nucleus = {(Z - 1) / d:.1f} hartree")
print(f"screened 1s ZORA energy = {Es:.4f} hartree")
print(f"screened 1s Dirac energy = {dirac_s:.4f} hartree")
print(f"screened 1s scaled ZORA energy = {scaled_s:.4f} hartree")
print(f"screened 1s kappa = {kappas:.6f}")
print(f"screened 1s slope dE/dShift - 1 = {slope_excess:.6f}")
print(f"screened 1s T_Z/(2c^2) = {Ts / (2 * c ** 2):.6f}")
print(f"scaled ZORA slope - 1 = {residue:.3e}")
print(f"scaled ZORA slope - 1 from formula = {residue_formula:.3e}")
print("tests ok")
```

Printed output:

```
speed of light c = 137.035999 a.u.
2c^2 = 37557.730 hartree
1 hartree = 27.211386 eV
One-electron ion: Z = 80, shift = 1.0 hartree
Z/c = 0.583788, gamma = 0.811906
1s ZORA energy = -3898.8691 hartree
1s ZORA energy after shift = -3897.7652 hartree
1s Dirac energy = -3532.1921 hartree
1s scaled ZORA energy = -3532.1921 hartree
1s scaled ZORA after shift = -3531.1921 hartree
1s kappa (small-component norm) = 0.103810
1s gauge error = 0.103810 hartree
1s gauge error = 2.8248 eV
nonrelativistic T = 3200.0 hartree
nonrelativistic T/(2c^2) = 0.085202
ZORA kinetic energy T_Z = 4802.1189 hartree
T_Z/(2c^2) = 0.127860
2s ZORA energy = -927.1857 hartree
2s Dirac energy = -904.8478 hartree
2s gauge error = 0.024687 hartree
change of gap E(2s)-E(1s) = -0.079123 hartree
Z, gauge error per unit shift, T/(2c^2), estimate/error:
   10  0.001335  0.001331  0.9973
   30  0.012278  0.011982  0.9759
   50  0.035701  0.033282  0.9322
   80  0.103810  0.085202  0.8208
Screened model: Z = 80, d = 0.2 bohr
screening potential at nucleus = 395.0 hartree
screened 1s ZORA energy = -3478.6974 hartree
screened 1s Dirac energy = -3152.8201 hartree
screened 1s scaled ZORA energy = -3152.7145 hartree
screened 1s kappa = 0.103398
screened 1s slope dE/dShift - 1 = 0.103398
screened 1s T_Z/(2c^2) = 0.126042
scaled ZORA slope - 1 = -6.147e-05
scaled ZORA slope - 1 from formula = -6.147e-05
tests ok
```
